# High-Velocity Stopping in an Electron Gas: Plasmons and Pairs

A fast charge crossing an electron gas loses energy, and two simple pictures of the loss both fail. If the electrons are independent targets, distant collisions with small momentum transfer $q$ contribute $\int dq/q$, which diverges at the lower end. If the gas is a continuous medium with one resonance at the plasma frequency, the same integral diverges at the upper end. Cutting each integral by hand leaves the argument of the logarithm undetermined. The loss function contains both regimes, and its sum rule fixes how they join.

## The energy loss from the loss function

We use Hartree atomic units. A point charge $Z$ moves with constant velocity $\mathbf v$ through a uniform gas of density $n$ at zero temperature. Constant velocity means that the projectile is much heavier than an electron. We take the response of the gas to be linear in $Z$, which requires $|Z|/v\ll1$, and neglect relativity, which requires $v\ll c$.

With time dependence $e^{-i\omega t}$, the total potential is the external one divided by $\varepsilon(q,\omega)$. The moving charge contains only frequencies $\omega=\mathbf q\cdot\mathbf v$, so the induced potential is

$$\phi_{\rm ind}(\mathbf r,t)=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi Z}{q^2}\left[\frac1{\varepsilon(q,\mathbf q\cdot\mathbf v)}-1\right]e^{i\mathbf q\cdot(\mathbf r-\mathbf vt)} .$$

The force along the motion is $-Z\,\hat{\mathbf v}\cdot\nabla\phi_{\rm ind}$ at $\mathbf r=\mathbf vt$, and the gradient gives a factor $i\,\mathbf q\cdot\hat{\mathbf v}$. The real part of $1/\varepsilon$ is even in $\omega$, so its product with the odd factor $\mathbf q\cdot\hat{\mathbf v}$ integrates to zero. The imaginary part is odd and survives, with $-i\cdot i=1$. The stopping power $S=-dE/dx$ is minus the force:

$$S=4\pi Z^2\int\!\frac{d^3q}{(2\pi)^3}\,\frac{\mathbf q\cdot\hat{\mathbf v}}{q^2}\,W(q,\mathbf q\cdot\mathbf v),\qquad W=\mathrm{Im}\left[-\frac1\varepsilon\right].$$

Let $\mu$ be the cosine of the angle between $\mathbf q$ and $\mathbf v$. Then $d^3q=2\pi q^2dq\,d\mu$, $\omega=qv\mu$, $d\mu=d\omega/(qv)$ and $\mathbf q\cdot\hat{\mathbf v}=\omega/v$. The constants give $4\pi\cdot2\pi/(8\pi^3)=1/\pi$. Since $\omega W$ is even, the range $-qv<\omega<qv$ is twice the positive half:

$$S=\frac{2Z^2}{\pi v^2}\int_0^\infty\frac{dq}{q}\int_0^{qv}d\omega\,\omega\,W(q,\omega). \tag{1}$$

The limit $\omega<qv$ is kinematic: a heavy projectile that gives up momentum $\mathbf q$ gives up energy $\mathbf q\cdot\mathbf v$.

## The sum rule

Write $1/\varepsilon=1+(4\pi/q^2)\chi$, where $\chi$ is the density response. For volume $V$, density operator $n_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$ and excitation energies $\omega_m$,

$$\chi=\frac1V\sum_m|\langle m|n_{\mathbf q}|0\rangle|^2\left[\frac1{\omega-\omega_m+i0}-\frac1{\omega+\omega_m+i0}\right].$$

For $\omega>0$ the imaginary part of the first fraction is $-\pi\delta(\omega-\omega_m)$, so

$$\int_0^\infty\omega W\,d\omega=\frac{4\pi^2}{q^2V}\sum_m\omega_m|\langle m|n_{\mathbf q}|0\rangle|^2 .$$

The sum follows from a double commutator. Expanding $\langle0|[n_{\mathbf q}^\dagger,[H,n_{\mathbf q}]]|0\rangle$ in eigenstates gives the sum for $n_{\mathbf q}$ plus the sum for $n_{\mathbf q}^\dagger$. These are equal by inversion symmetry, so the commutator is twice the sum we need. The interaction depends on positions and commutes with $n_{\mathbf q}$. For the kinetic energy, $\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}=e^{-i\mathbf q\cdot\mathbf r}(\mathbf p-\mathbf q)$ gives

$$\left[\tfrac12p^2,e^{-i\mathbf q\cdot\mathbf r}\right]=e^{-i\mathbf q\cdot\mathbf r}\left(-\mathbf q\cdot\mathbf p+\tfrac12q^2\right).$$

Commuting $e^{i\mathbf q\cdot\mathbf r}$ with this leaves $e^{-i\mathbf q\cdot\mathbf r}[\mathbf q\cdot\mathbf p,e^{i\mathbf q\cdot\mathbf r}]=q^2$ per electron. The sum is therefore $nVq^2/2$, and with $\omega_p^2=4\pi n$

$$\int_0^\infty\omega\,W(q,\omega)\,d\omega=2\pi^2n=\frac{\pi}{2}\omega_p^2\quad\text{at every }q. \tag{2}$$

In time-dependent density functional theory the response is $\chi=\chi_0/(1-K\chi_0)$, with $K=4\pi/q^2+f_{xc}$ and $\chi_0$ the response of independent electrons. The random phase approximation (RPA) sets $f_{xc}=0$. At high frequency the spectral sum gives $1/\varepsilon-1\to(2/\pi\omega^2)\int_0^\infty\omega'W\,d\omega'$. If $f_{xc}$ is real, finite and independent of frequency, then $\chi-\chi_0$ falls as $\omega^{-4}$. The coefficient of $\omega^{-2}$ is that of independent electrons, so such a kernel keeps (2), provided the response is stable and causal.

Let $F(q,v)$ be the fraction of (2) lying below $\omega=qv$. Equation (1) becomes

$$S=\left(\frac{Z\omega_p}{v}\right)^2L,\qquad L=\int_0^\infty\frac{dq}{q}\,F(q,v). \tag{3}$$

If $F$ is nearly 1 between $q_{\min}$ and $q_{\max}$ and negligible outside, $L$ is $\ln(q_{\max}/q_{\min})$.

## A solvable case

Put all the strength at one frequency, $\omega_q^2=\omega_p^2+q^4/4$. This joins the plasma frequency to the recoil energy $q^2/2$ of an electron at rest. Then $F=1$ where $q^2v^2>\omega_p^2+q^4/4$ and $F=0$ elsewhere. The boundaries solve $q^4-4v^2q^2+4\omega_p^2=0$:

$$q_\pm^2=2\left(v^2\pm\sqrt{v^4-\omega_p^2}\right),\qquad q_+q_-=2\omega_p .$$

Hence

$$L=\ln\frac{q_+}{q_-}=\ln\frac{q_+^2}{2\omega_p}=\ln\frac{v^2+\sqrt{v^4-\omega_p^2}}{\omega_p}=\mathrm{arcosh}\frac{v^2}{\omega_p}\;\longrightarrow\;\ln\frac{2v^2}{\omega_p}.$$

In this model the loss vanishes for $v^2<\omega_p$. At high velocity $q_-\to\omega_p/v$ and $q_+\to2v$. The lower limit is the smallest momentum that can carry energy $\omega_p$. The upper one is the momentum of an electron struck head-on by a heavy particle, which leaves at speed $2v$.

## Dividing the logarithm

In the RPA, or with the adiabatic local kernel used below, the strength at small $q$ has two parts: a sharp plasmon with fraction $f_{\rm pl}(q)$, and electron-hole pairs with fraction $f_{\rm pair}=1-f_{\rm pl}$. At $q_c$ the plasmon enters the pair continuum, whose upper edge is $\omega=qv_F+q^2/2$, with $v_F=k_F$ the Fermi velocity. Beyond $q_c$ all strength belongs to pairs.

At small $q$ the pairs are strongly screened. Their frequencies are of order $qv_F$, where $\varepsilon$ is of order $q^{-2}$, so $W=\mathrm{Im}\,\varepsilon/|\varepsilon|^2$ is of order $q^2$. The integral of $\omega\,d\omega$ up to the edge adds another $q^2$. Thus $f_{\rm pair}\propto q^4$, and $\int_0f_{\rm pair}\,dq/q$ converges. We can therefore define a wavevector $q^*$ by

$$\ln q^*=\ln q_c-\int_0^{q_c}f_{\rm pair}(q)\,\frac{dq}{q}. \tag{4}$$

The plasmon contributes from $q_{\min}$, where $\omega_q=qv$, up to $q_c$:

$$L_{\rm pl}=\int_{q_{\min}}^{q_c}(1-f_{\rm pair})\frac{dq}{q}=\ln\frac{q^*}{q_{\min}}+O(q_{\min}^4).$$

The error comes from extending the integral of $f_{\rm pair}$ down to zero. Define $q_{\max}$ by $\ln(q_{\max}/q_c)=\int_{q_c}^\infty F\,dq/q$. For $q<q_c$ a fast projectile reaches the whole pair continuum, so

$$L_{\rm pair}=\int_0^{q_c}f_{\rm pair}\frac{dq}{q}+\ln\frac{q_{\max}}{q_c}=\ln\frac{q_c}{q^*}+\ln\frac{q_{\max}}{q_c}=\ln\frac{q_{\max}}{q^*}.$$

To leading order $q_{\min}=\omega_p/v$ and $q_{\max}=2v$, as the next section confirms:

$$L_{\rm pl}\simeq\ln\frac{q^*v}{\omega_p},\qquad L_{\rm pair}\simeq\ln\frac{2v}{q^*},\qquad L\simeq\ln\frac{2v^2}{\omega_p}. \tag{5}$$

The dividing wavevector cancels in the sum: strength that pairs take from the plasmon changes the shares but not the total. Each share grows as $\ln v$, but they differ by the constant $L_{\rm pair}-L_{\rm pl}=\ln(2\omega_p/q^{*2})$. They become equal only in the ratio as $v\to\infty$, unless $q^{*2}=2\omega_p$.

## The first correction

Let $u$ be the component of an electron's velocity along $\mathbf q$, and let angle brackets denote the average over the Fermi sphere. The mean of $k^2$ is $3v_F^2/5$, and one third of it belongs to each direction, so $\langle u^2\rangle=v_F^2/5$. An electron that absorbs $\mathbf q$ gains $\Delta=qu+q^2/2$, and

$$\chi_0=n\left\langle\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right\rangle, \tag{6}$$

with $\omega$ understood as $\omega+i0$. Transitions into occupied states may be included here. The reverse transition has the opposite $\Delta$, and the bracket is odd in $\Delta$, so they cancel.

**Lower limit.** Replacing $u$ by $-u$ in the second term of (6) and combining the fractions gives

$$\chi_0=n\left\langle\frac{q^2}{(\omega-qu)^2-q^4/4}\right\rangle=\frac{nq^2}{\omega^2}\left(1+\frac{3q^2\langle u^2\rangle}{\omega^2}+O(q^4)\right).$$

The plasmon is the zero of $1-K\chi_0$. Since $nq^2K=\omega_p^2+nf_{xc}q^2$, and $\omega^2$ may be replaced by $\omega_p^2$ in the small term,

$$\omega_q^2=\omega_p^2+Aq^2+O(q^4),\qquad A=\tfrac35v_F^2+nf_{xc}. \tag{7}$$

Setting $\omega_q=qv$ gives $q_{\min}=\omega_p/\sqrt{v^2-A}$ up to higher orders, so $\ln q_{\min}=\ln(\omega_p/v)+A/(2v^2)$. The plasmon share changes by $-A/(2v^2)$.

**Upper limit.** Let $Q=2(v-v_F)$. For $q_c<q<Q$ the whole pair continuum lies below $qv$, so $F=1$ by the sum rule, however strongly the electrons interact within this approximation. What remains is $q>Q$, where the cutoff passes through the continuum over a logarithmic width of order $v_F/v$. There we expand $\chi=\chi_0+K\chi_0^2+\dots$

The first term describes independent electrons. From (6), $\mathrm{Im}\,\chi_0=-\pi n\langle\delta(\omega-\Delta)\rangle$ for $\omega>0$, since $\Delta>0$ here. The condition $\Delta<qv$ means $q<2(v-u)$, so

$$F_0=\frac{2}{\pi\omega_p^2}\,\frac{4\pi}{q^2}\,\pi n\,\langle\Delta\,\theta(qv-\Delta)\rangle=\left\langle\left(1+\frac{2u}{q}\right)\theta\big(2(v-u)-q\big)\right\rangle .$$

Integrating over $q$ and using $\langle u\rangle=0$,

$$\int_Q^\infty\frac{dq}{q}F_0=\left\langle\ln\frac{2(v-u)}{Q}-\frac{u}{v-u}\right\rangle .$$

The logarithm contributes $-u/v-u^2/(2v^2)$ beyond $\ln(2v/Q)$, and the fraction contributes $-u/v-u^2/v^2$. The average is $\ln(2v/Q)-\frac32\langle u^2\rangle/v^2=\ln(2v/Q)-3v_F^2/(10v^2)$.

For the second term put $\omega=q^2/2+qx$. The second fraction in (6) is smaller than the first by a factor of order $v_F/v$, which leaves $\chi_0\simeq(n/q)h(x)$ with $h(x)=\langle1/(x-u+i0)\rangle$. With $\omega\simeq q^2/2$ and $d\omega=q\,dx$,

$$F_1=-\frac{2}{\pi\omega_p^2}\,\frac{4\pi K}{q^2}\,\frac{n^2}{q^2}\,\frac{q^2}{2}\,q\int^{v-q/2}\!\!\mathrm{Im}\,h^2\,dx=-\frac{nK}{\pi q}\int^{v-q/2}\!\!\mathrm{Im}\,h^2\,dx .$$

Now integrate $F_1/q$ from $Q$, setting $1/q^2\simeq1/(4v^2)$. A given $x$ contributes for $q<2(v-x)$, which is a length $2(v-x)-Q$:

$$\int_Q^\infty\frac{dq}{q}F_1\simeq-\frac{nK}{4\pi v^2}\int\left[2(v-x)-Q\right]\mathrm{Im}\,h^2\,dx .$$

The function $h$ is analytic in the upper half-plane and tends to $1/x$. Closing the contour there, $h^2$ has no $1/x$ tail, so $\int\mathrm{Im}\,h^2dx=0$. For $xh^2\to1/x$ the arc contributes $i\pi$, so the line gives $-i\pi$ and $\int x\,\mathrm{Im}\,h^2dx=-\pi$. The result is $-nK/(2v^2)$. At $q\simeq2v$ the Coulomb part of $K$ is $\pi/v^2$ and drops out at this order, leaving $-nf_{xc}/(2v^2)$. Further powers of $K\chi_0$, each of order $1/v$, contribute at most at order $v^{-3}$.

The pair share therefore also changes by $-A/(2v^2)$, and

$$L=\ln\frac{2v^2}{\omega_p}-\frac{1}{v^2}\left(\frac35v_F^2+nf_{xc}\right)+\dots \tag{8}$$

The lower correction comes from plasmon dispersion, the upper one from the motion of the struck electrons and from the term $K\chi_0^2$. Their equality is not confined to this order: in direct integration of (1) for the gas of the next section, $L_{\rm pair}-L_{\rm pl}$ is 1.075 at $v=3$, 5, 10 and 20 in the RPA, and 1.161 at the same speeds with the exchange kernel. The result holds for a constant $f_{xc}$. A kernel that depends on $q$ would enter with its value near $q=0$ at the lower limit and near $q=2v$ at the upper one.

## A proton in a model gas

Take $r_s=2$ bohr, a proton, and $v=10$ atomic units, which is 2.50 MeV from $\tfrac12Mv^2$ (2.51 MeV with the relativistic kinetic energy). Here $Z/v=0.10$ and $v/c=0.073$. The gas has $v_F=0.9596$ and $\omega_p=0.6124$ hartree. In the RPA, direct calculation gives $q_c=0.700$ and $q^*=0.6466$ bohr$^{-1}$. With $A=\frac35v_F^2=0.5525$, each share is corrected by $A/(2v^2)=0.0028$, and equations (5) and (8) give

$$L_{\rm pl}=\ln\frac{0.6466\times10}{0.6124}-0.0028=2.354,\qquad L_{\rm pair}=\ln\frac{20}{0.6466}-0.0028=3.429 .$$

Their sum is 5.783, in agreement with direct integration of (1). The prefactor is $(0.612/10)^2=0.00375$ hartree/bohr, so

$$S=0.00375\times5.783=0.0217\ \text{hartree/bohr}=1.12\ \text{eV/Å}.$$

The logarithm without its correction is too large by 0.1% of the full linear-response value. The plasmon supplies 41% of the loss. At $v=20$ it supplies 42.5%: the approach to equal shares is slow because a constant difference, here $\ln(2\omega_p/q^{*2})=1.07$, is being compared with a logarithm.

At lower velocity the correction matters more. For $v=3$ the integral gives $L=3.316$. The bare logarithm gives 3.381, which exceeds the integrated value by 2% of that value, while (8) gives $3.3808-0.5525/9=3.3194$. When $v$ approaches $v_F$ the expansion has no small parameter, and (1) must be integrated directly. These are linear-response values: for a proton $Z/v$ is already 0.33 at $v=3$ and close to 1 at $v=v_F$, where (1) itself is no longer reliable.

To see the effect of a kernel, use exchange in the adiabatic local density approximation. The exchange potential is $-k_F/\pi$, and $dk_F/dn=k_F/(3n)$, so $f_{xc}=-k_F/(3\pi n)=-\pi/k_F^2$, with $n=k_F^3/(3\pi^2)$. This lowers $q^*$ to 0.619 bohr$^{-1}$ and moves loss from plasmons to pairs. At $v=5$ the total $L$ rises by 0.0042, against $-nf_{xc}/v^2=0.0041$ from (8). The leading logarithm is unchanged.

The numerical check checks the sum rule, the split and the correction numerically. It also compares the prefactor and the limit $2v$ with integrated Coulomb trajectories, and the solvable case with the force of a wake growing in time.

These numbers describe a bare charge in a uniform gas. In a real solid, core electrons add a loss that this model leaves out, and a slow ion may carry bound electrons, so that $Z$ is no longer fixed. Terms beyond $Z^2$ are also left out, and they can exceed the correction in (8) even when $|Z|/v$ is small. Exact Coulomb phase shifts for the close collisions with free electrons add the Bloch term $-\eta^2\sum_{k\ge1}1/[k(k^2+\eta^2)]\simeq-1.20\,\eta^2$ to $L$, with $\eta=Z/v$. This is of the same order in $1/v$ as $A/v^2$. For the proton it is $-0.012$ at $v=10$ and $-0.122$ at $v=3$, about twice the correction in (8) for this gas. A term odd in $Z$ is omitted too and is not estimated here. The last digits quoted above therefore describe linear response only, and when $|Z|/v$ is not small the loss function alone does not determine the stopping.

## Computed values

```
r_s = 2.0 bohr, Z = 1
density n = 0.029842 bohr^-3
Fermi velocity = k_F = 0.9596 a.u.
omega_p = 0.6124 hartree = 16.66 eV
proton: v = 10 a.u., energy = 2.498 MeV
v/c = 0.0730, Z/v = 0.10
f-sum fractions in RPA: q (1/bohr), plasmon, pairs, sum
  0.3  0.99567  0.00433  1.00000
  0.6  0.83408  0.16592  1.00000
  1.2  0.00000  1.00000  1.00000
  3.0  0.00000  1.00000  1.00000
pair fraction ratio, q = 0.10 over q = 0.05: 16.33
single-pole gas, omega_p = 1 hartree, v = 2 a.u.:
  L from growing wake = 2.0605
  L from arcosh = 2.0634
  L from logarithm = 2.0794
trajectories at v = 4 a.u., b = 0.03 to 1.0 bohr:
  energy-loss cross section = 2.09714 hartree bohr^2
  same from loss function = 2.09780 hartree bohr^2
  nearly head-on momentum transfer / v = 1.9997
RPA: q_c = 0.6996, q* = 0.6466 1/bohr
ALDA exchange: q_c = 0.6664, q* = 0.6193 1/bohr
q* for equal shares = 1.1067 1/bohr
columns: v (a.u.), L_plasmon, L_pair, L, ln(2v^2/omega_p), plasmon %
RPA
     3 1.1204 2.1953 3.3156 3.3808 33.8
     5 1.6525 2.7274 4.3799 4.4024 37.7
    10 2.3541 3.4291 5.7832 5.7887 40.7
    20 3.0494 4.1243 7.1736 7.1750 42.5
ALDA exchange
     3 1.0833 2.2444 3.3277 3.3808 32.6
     5 1.6115 2.7726 4.3840 4.4024 36.8
    10 2.3115 3.4727 5.7842 5.7887 40.0
    20 3.0064 4.1675 7.1739 7.1750 41.9
kernel change of L at v = 5 a.u.: 0.00416
  predicted by -n f_xc/v^2: 0.00407
proton at v = 10 a.u., RPA:
  plasmon threshold q_min = 0.06141 1/bohr
  omega_p/v = 0.06124 1/bohr, 2v = 20 1/bohr
  ln(q* v/omega_p) = 2.3569
  ln(2v/q*) = 3.4318
  correction to L = -0.00552
  (Z omega_p/v)^2 = 0.003750 hartree/bohr
  S plasmon = 0.008828 hartree/bohr
  S pairs = 0.012859 hartree/bohr
  S full = 0.021687 hartree/bohr = 1.1152 eV/A
  S logarithm = 0.021708 hartree/bohr = 1.1163 eV/A
```
